\section*{Bulk oxygen in silicon from a raster-area series in SIMS}

\section{Separating bulk oxygen from residual gas}

\subsection{Two craters without noise}

A caesium beam of fixed current erodes silicon in secondary-ion mass spectrometry (SIMS). The oxygen signal has two sources: atoms dissolved in the crystal, and atoms that arrive from the residual gas during the measurement. Let the bulk concentration be $c_b$ and let the gas add $g$ to the apparent concentration in a small crater. If the beam is much narrower than the raster and the raster area is made $k$ times larger at the same current, the surface recedes $k$ times more slowly. Each eroded volume then collects $k$ times as much gas:
\begin{equation}
c_1=c_b+g,\qquad c_2=c_b+kg .
\end{equation}
Multiplying the first equation by $k$ and subtracting the second removes $g$:
\begin{equation}
kc_1-c_2=(k-1)c_b
\quad\Longrightarrow\quad
c_b=\frac{kc_1-c_2}{k-1}. \label{two}
\end{equation}
For square rasters of side 100 and 200\,\textmu m, $k=4$. Model values $c_1=7.892$ and $c_2=16.566$, in units of $10^{16}\,\mathrm{cm^{-3}}$, give $c_b=(31.568-16.566)/3=5.00$. The smaller crater alone would overstate the bulk level by 58\,\%. For a wider beam, $k$ must be the measured ratio of erosion rates. A Gaussian beam with a full width at half maximum of 50\,\textmu m, for example, gives a ratio of 3.79 over a central spot of diameter 30\,\textmu m, and using $k=4$ would then overstate $c_b$ by about 4\,\%.

Subtraction amplifies noise. If $k$ is known without error and $c_1,c_2$ have independent relative uncertainties $\rho$, then \eqref{two} gives
\begin{equation}
u(c_b)=\frac{\rho\sqrt{k^2c_1^2+c_2^2}}{k-1}. \label{twou}
\end{equation}
With $\rho=1\,\%$ this is $0.12\times10^{16}\,\mathrm{cm^{-3}}$. As $k\to1$ it diverges, because two equal areas cannot distinguish the sources. As $k\to\infty$ it tends to $\rho\sqrt{c_1^2+g^2}$, here $0.08\times10^{16}\,\mathrm{cm^{-3}}$. Even for $c_b=0$ this limit is $\sqrt2\,\rho g$: at fixed relative precision, the gas contribution in the fastest crater limits what can be detected.

\subsection{The line and its regime}

Let $I$ be the beam current, $Y$ the number of silicon atoms removed per ion, $N$ the atomic density of silicon and $A$ the raster area. The beam removes $IY/e$ atoms per second, while a surface receding at rate $v$ loses $NAv$ atoms per second. Hence
\begin{equation}
v=\frac{IY}{eNA},\qquad x\equiv\frac1v=\frac{eNA}{IY}. \label{rate}
\end{equation}
At fixed $I$ and $Y$, $x$ is proportional to $A$, provided that the beam is narrow enough to erode the analysed area at this rate. The fit below avoids this condition by taking $x$ from measured depths, provided that each depth is averaged over the analysed area. With the 50\,\textmu m beam and 30\,\textmu m spot mentioned above, depths read at the crater centre would raise the intercept of the series below by about $0.05\times10^{16}\,\mathrm{cm^{-3}}$ and leave $\chi^2$ almost unchanged.

Suppose that an analysed area $a_s$ on the flat crater floor emits $\Phi$ oxygen atoms per unit area and time. With useful ion yields $\tau_{\rm O}$ and $\tau_{\rm Si}$, the signals are $S_{\rm O}=\tau_{\rm O}a_s\Phi$ and $S_{\rm Si}=\tau_{\rm Si}a_sNv$. The sensitivity factor $R=N\tau_{\rm Si}/\tau_{\rm O}$ therefore gives the apparent concentration
\begin{equation}
c_{\rm app}=R\,\frac{S_{\rm O}}{S_{\rm Si}}=\frac{\Phi}{v}.
\end{equation}

To find $\Phi$, take a well-mixed surface layer of depth $L$ containing $n$ oxygen atoms per unit area. Erosion removes them at the rate $nv/L$. The bulk supplies $c_bv$, and the gas supplies a flux $F$ reduced by the fraction of occupied sites, $n/n_s$:
\begin{equation}
\frac{dn}{dt}=F\left(1-\frac n{n_s}\right)+c_bv-\frac{nv}{L}.
\end{equation}
In the steady state $\Phi=nv/L$, so $n=c_{\rm app}L$. Setting the derivative to zero, dividing by $v$ and collecting $c_{\rm app}$ gives
\begin{equation}
c_{\rm app}\left(1+\frac{FxL}{n_s}\right)=c_b+Fx,
\qquad
c_{\rm app}=\frac{c_b+Fx}{1+FxL/n_s}. \label{block}
\end{equation}
For $FxL/n_s\ll1$ this becomes the working line
\begin{equation}
c_{\rm app}=c_b+Fx. \label{line}
\end{equation}
If the bulk level is low, the neglected term, about $(Fx)^2L/n_s$, must also be small beside $c_b$ for the intercept to be accurate. For $FxL/n_s\gg1$ the model saturates at $c_{\rm app}=n_s/L$, and the signal no longer contains information about $c_b$.

A raster exposes each point to the beam in pulses. When site blocking is negligible, \eqref{line} still holds for signals averaged over whole frames. In a periodic state $n$ returns to its initial value after a frame of duration $T$, so the emitted oxygen equals the supplied oxygen, $FT+c_b\bar vT$. Division by the eroded depth $\bar vT$ restores the line with the mean rate $\bar v$. If gas-derived oxygen has an ion yield $\kappa$ times that of bulk oxygen, and $\kappa$ does not depend on $A$, the slope becomes $\kappa F$ and the intercept is unchanged.

\subsection{Least squares with two uncertain coordinates}

For crater $i$, let $y_i$ be the measured apparent concentration. A crater of depth $z_i$, eroded for time $t$, gives $x_i=t/z_i$. To first order their standard uncertainties are
\begin{equation}
s_{xi}=x_i\frac{u(z_i)}{z_i},\qquad
s_{yi}=y_i\sqrt{\frac1{n_i}+\rho^2}, \label{errors}
\end{equation}
where $n_i$ is the number of oxygen counts and $\rho$ the relative repeatability of the signal ratio. Errors are taken as independent between craters and between $x_i$ and $y_i$; errors common to all craters are added later.

The line $y=a+bx$ has intercept $a$, which estimates $c_b$, and slope $b$, which estimates $F$. With unknown true abscissas $X_i$, minimise
\begin{equation}
\sum_i\left[\frac{(y_i-a-bX_i)^2}{s_{yi}^2}
+\frac{(x_i-X_i)^2}{s_{xi}^2}\right]. \label{full}
\end{equation}
Put $d_i=X_i-x_i$ and $r_i=y_i-a-bx_i$. One term is then $(r_i-bd_i)^2/s_{yi}^2+d_i^2/s_{xi}^2$. Setting its derivative with respect to $d_i$ to zero gives
\begin{align}
d_i\left(\frac{b^2}{s_{yi}^2}+\frac1{s_{xi}^2}\right)
&=\frac{br_i}{s_{yi}^2},\\
d_i&=bW_ir_is_{xi}^2,\qquad
W_i=\frac1{s_{yi}^2+b^2s_{xi}^2}. \label{adjust}
\end{align}
Also $r_i-bd_i=r_i(1-b^2W_is_{xi}^2)=r_iW_is_{yi}^2$. Substitution reduces the term to
\begin{equation}
W_i^2r_i^2(s_{yi}^2+b^2s_{xi}^2)=W_ir_i^2,
\end{equation}
so \eqref{full} becomes $\chi^2=\sum_iW_ir_i^2$.

The weights depend on $b$ and must be differentiated too. With $s_{xi}$ and $s_{yi}$ held at their assigned values, $dW_i/db=-2bs_{xi}^2W_i^2$, and
\begin{align}
\frac{\partial\chi^2}{\partial a}&=-2\sum_iW_ir_i=0, \label{sa}\\
\frac{\partial\chi^2}{\partial b}
&=-2\sum_iW_ir_i\left(x_i+bW_ir_is_{xi}^2\right)
=-2\sum_iW_ir_iX_i=0. \label{sb}
\end{align}
Define $\bar x=\sum W_ix_i/\sum W_i$ and $\bar y$ similarly. Equation \eqref{sa} gives $a=\bar y-b\bar x$, so $r_i=(y_i-\bar y)-b(x_i-\bar x)$. Because $\sum W_ir_i=0$, the constant $\bar x$ may be subtracted from $X_i$ in \eqref{sb}. Solving for the explicit $b$ gives
\begin{equation}
b=\frac{\sum_iW_i(X_i-\bar x)(y_i-\bar y)}
{\sum_iW_i(X_i-\bar x)(x_i-\bar x)}. \label{iterate}
\end{equation}

The algorithm is as follows.
\begin{enumerate}
\item Start with the slope of an unweighted line.
\item Calculate $W_i$, $\bar x$, $\bar y$, $r_i$ and $X_i$.
\item Obtain a new $b$ from \eqref{iterate}.
\item Repeat until the change in $b$ is negligible beside its uncertainty, then calculate $a$.
\end{enumerate}
A converged result satisfies both stationarity equations. The derivation does not guarantee convergence for arbitrary data, so the change in $b$ must be inspected.

\subsection{Uncertainty of the intercept}

At the true parameters, $r_i=\eta_i$ is the error of $y_i$ minus $b$ times the error of $x_i$; its variance is $1/W_i$. Let $\Delta a$ and $\Delta b$ be the errors of the fitted parameters. Since $r_i$ is already of first order, $W_i$ and $X_i$ in \eqref{sa} and \eqref{sb} may be replaced by their error-free values. Thus
\begin{equation}
\sum_iW_i\begin{pmatrix}1\\X_i\end{pmatrix}
(\eta_i-\Delta a-X_i\Delta b)=0.
\end{equation}
With
\begin{equation}
M=\sum_iW_i\begin{pmatrix}1&X_i\\X_i&X_i^2\end{pmatrix},
\end{equation}
this reads $M(\Delta a,\Delta b)^T=\sum_iW_i\eta_i(1,X_i)^T$. The right-hand side has covariance $M$, because $W_i^2\,{\rm var}\,\eta_i=W_i$. The parameter covariance is therefore $M^{-1}MM^{-1}=M^{-1}$.

Let $S=\sum W_i$, $\bar X=\sum W_iX_i/S$ and $Q=\sum W_i(X_i-\bar X)^2$. Then $\sum W_iX_i^2=Q+S\bar X^2$, and $\det M=S(Q+S\bar X^2)-S^2\bar X^2=SQ$. Inversion gives
\begin{equation}
u^2(a)=\frac1S+\frac{\bar X^2}{Q},\qquad
u^2(b)=\frac1Q,\qquad
{\rm cov}(a,b)=-\frac{\bar X}{Q}. \label{cov}
\end{equation}
The first term in $u^2(a)$ is the variance of the line at its weighted centre. The second is the cost of extrapolation to $x=0$. The covariance is negative because a line tilted upward about its centre meets the vertical axis lower down.

Common scale errors act differently. Multiplying every $x_i$ and $s_{xi}$ by $\lambda$ is compensated by $b\to b/\lambda$; $\chi^2$ and $a$ do not change. A common error of the crater depth scale thus leaves the intercept alone. A common depth offset does not: in the series below, adding 5\,nm to every depth would lower the intercept by about $0.03\times10^{16}\,\mathrm{cm^{-3}}$. An error in $R$ multiplies every $y_i$, and hence $a$. If its relative uncertainty $u_R$ is independent of the fit errors, then to first order
\begin{equation}
u^2(c_b)=u^2(a)+(a\,u_R)^2. \label{total}
\end{equation}
If $R$ came from a reference crater measured with the same depth scale, that contribution belongs in $u_R$.

\subsection{A ten-crater series}

The data are synthetic. The beam has $I=100$\,nA and $Y=4$, and $N=4.994\times10^{22}\,\mathrm{cm^{-3}}$. For the 100\,\textmu m raster, \eqref{rate} gives $v=5.0$\,nm/s; for 250\,\textmu m it gives 0.80\,nm/s. Water vapour at $P=10^{-10}$\,Torr and $T=295$\,K strikes the surface with flux $P/\sqrt{2\pi mk_BT}=4.82\times10^{10}\,\mathrm{cm^{-2}s^{-1}}$, where $m$ is the molecular mass. An assumed uptake of 0.30 oxygen atoms per molecule makes $F=1.45\times10^{10}\,\mathrm{cm^{-2}s^{-1}}$. The true bulk level is $5.00\times10^{16}\,\mathrm{cm^{-3}}$.

Rasters of side 100, 125, 150, 200 and 250\,\textmu m are measured in that order and then in reverse. Each run lasts 600\,s, and the last 200\,s are counted. Depth uncertainty combines 1\,\% and 5\,nm in quadrature, and $\rho=1\,\%$. The first crater is 3000\,nm deep and yields 55\,637 counts. Its coordinates and uncertainties are
\begin{align}
x&=600/3000=0.2000\ \mathrm{s/nm},\\
s_x&=0.2000\sqrt{30^2+5^2}/3000=0.0020\ \mathrm{s/nm},\\
s_y&=7.942\sqrt{1/55637+0.01^2}=0.086,
\end{align}
where $y$ and $s_y$ are in $10^{16}\,\mathrm{cm^{-3}}$.

In the same concentration unit, the fit gives $b=14.26\pm0.20$ per s/nm, $S=536.6$ and $\bar X=0.3433$\,s/nm. Equation \eqref{cov} then gives
\begin{equation}
u(a)=\sqrt{\frac1{536.6}+(0.3433\times0.198)^2}=0.08.
\end{equation}
The intercept is $a=5.06\pm0.08$. Converting the slope with $1\,\mathrm{nm}=10^{-7}\,\mathrm{cm}$ gives $F=1.43\times10^{10}\,\mathrm{cm^{-2}s^{-1}}$. With $u_R=5\,\%$, the common term is $5.06\times0.05=0.25$, so
\begin{equation}
c_b=(5.06\pm0.27)\times10^{16}\,\mathrm{cm^{-3}}
=1.01\pm0.05\ \text{atomic ppm}.
\end{equation}
The sensitivity factor dominates. More craters would reduce the fit term but not this common term.

The value $\chi^2=7.25$ for eight degrees of freedom is consistent with the assigned errors. In 20\,000 simulated series, the intercept scattered by 0.0799, against a mean predicted uncertainty of 0.0807; the interval $a\pm1.96u(a)$ contained the true value in 95.2\,\% of them. When depth errors were omitted from the weights, the actual scatter was 1.15 times the claimed uncertainty. The numerical output lists the individual craters.

\subsection{Errors that a straight line can hide}

A good $\chi^2$ does not prove that the intercept is bulk oxygen. Suppose that the beam carries $f$ oxygen atoms per primary ion, all of which enter the surface and are later sputtered. Their flux is $fI/(eA)$; division by $v$ gives the constant $fN/Y$, indistinguishable from $c_b$. In this example $f=6.4\times10^{-8}$ would shift the intercept by its fit uncertainty.

Dark counts recorded at a rate $D$ that is the same for every crater add $D/(\tau_{\rm O}a_sv)$ to the apparent concentration. At fixed $a_s$ this is proportional to $x$ and enters the slope. If $a_s$ is a fixed fraction of $A$, then $a_sv$ is constant and the dark counts enter the intercept. For $D=0.1$ count/s, $\tau_{\rm O}=10^{-3}$ and an analysed spot of diameter 30\,\textmu m on the smallest raster, the latter shift is $2.8\times10^{13}\,\mathrm{cm^{-3}}$.

Fixed current matters when sputtered deposits near the sample return oxygen. Let this memory flux be $qI$ per unit crater area, with $q$ independent of $A$. Varying $A$ at fixed $I$ leaves the total flux constant, so memory enters the slope. Varying $I$ at fixed $A$ instead gives $qI/v=qeNA/Y$, a false bulk level. If memory is 20\,\% of the gas flux at 100\,nA, a current series on a 150\,\textmu m raster has an intercept too high by $1.3\times10^{16}\,\mathrm{cm^{-3}}$.

Gas drift can also imitate a bulk signal. With equally spaced runs, the upward and downward visits to each area have the same mean flux under a linear drift. If both visits have equal assigned uncertainties, their first-order effects on $a$ cancel. For a total fall of 10\,\%, the calculated shift is $-2\times10^{13}\,\mathrm{cm^{-3}}$; the two visits then disagree, which gives $\chi^2\approx14$ even for noise-free data and so exposes the drift. Measuring each area twice in succession, from small to large, gives $+3.1\times10^{15}\,\mathrm{cm^{-3}}$, about four fit uncertainties, while noise-free data give only $\chi^2\approx1.5$, so this order hides the drift. The larger craters then receive less gas, which bends the data downward at large $x$ and raises the intercept.

For $L=10$\,nm and $n_s=10^{15}\,\mathrm{cm^{-2}}$, the largest blocking term $FxL/n_s$ is $1.8\times10^{-4}$, and the intercept moves by $5\times10^{12}\,\mathrm{cm^{-3}}$. The longest settling time $L/v$ is 12.5\,s, short beside the 400\,s before counting.

These settings represent, roughly, float-zone silicon under a caesium beam of about 15\,keV in a magnetic-sector instrument. The chosen bulk level is high for float-zone material, which often contains less oxygen; Czochralski silicon typically contains far more, roughly $10^{18}\,\mathrm{cm^{-3}}$. The uptake coefficient and the pressure at the crater are assumptions, not measured properties. Real wafers may also violate depth uniformity. Here the 100\,\textmu m crater is counted between about 2000 and 3000\,nm, but the 200\,\textmu m crater between about 500 and 750\,nm. If the shallower region contains an extra concentration $\delta$, \eqref{two} shifts by $-\delta/(k-1)=-\delta/3$. An excess of $0.5\times10^{16}\,\mathrm{cm^{-3}}$ would thus lower the two-crater result by $0.17\times10^{16}\,\mathrm{cm^{-3}}$. Counting all craters over the same depth interval, beyond the initial transient, removes this error if the wafer is laterally uniform.

\section*{Computed values}
\begin{verbatim}
beam 100 nA, yield 4.0, Si density 4.9940e+22 cm^-3
water 1.0e-10 Torr, 295 K, uptake 0.30 O per molecule
molecule flux 4.819e+10, O uptake flux 1.446e+10 cm^-2 s^-1
run 600 s, counting last 200 s, spot diameter 30 um
useful yield 1.0e-03, repeatability 1.0 %
depth error: 1.0 % and 5.0 nm in quadrature
true bulk level 5.00e16 cm^-3, true slope 14.456e16 cm^-3 nm/s
true values: side um | rate nm/s | c_app 1e16 cm^-3
   100 | 4.999 | 7.892
   125 | 3.200 | 9.518
   150 | 2.222 | 11.506
   200 | 1.250 | 16.566
   250 | 0.800 | 23.072
data: side um | depth nm | counts | x s/nm | sx | c 1e16 cm^-3 | sy
   100 |   3000 |  55637 | 0.2000 | 0.0020 | 7.942 | 0.086
   125 |   1926 |  42898 | 0.3116 | 0.0032 | 9.429 | 0.105
   150 |   1329 |  36144 | 0.4514 | 0.0048 | 11.494 | 0.130
   200 |    742 |  29119 | 0.8088 | 0.0098 | 16.499 | 0.191
   250 |    477 |  26142 | 1.2585 | 0.0182 | 23.133 | 0.272
   250 |    473 |  26075 | 1.2684 | 0.0185 | 22.776 | 0.268
   200 |    750 |  29334 | 0.7995 | 0.0096 | 16.615 | 0.192
   150 |   1352 |  36140 | 0.4437 | 0.0047 | 11.662 | 0.132
   125 |   1910 |  43169 | 0.3141 | 0.0032 | 9.396 | 0.104
   100 |   2981 |  55685 | 0.2013 | 0.0020 | 7.947 | 0.086
sum of weights 536.61 (1e16 cm^-3)^-2, weighted mean X 0.3433 s/nm
intercept a = 5.062 +/- 0.080 1e16 cm^-3 (fit)
slope b = 14.258 +/- 0.198 1e16 cm^-3 nm/s
fitted O uptake flux 1.426e+10 cm^-2 s^-1
correlation of a and b -0.844
chi-square 7.25 for 8 degrees of freedom
sensitivity-factor uncertainty 5.0 %
bulk oxygen 5.06 +/- 0.27 1e16 cm^-3 (total)
bulk oxygen 1.014 +/- 0.053 atomic ppm (total)
20000 simulations: scatter 0.0799, mean fit u 0.0807, bias -0.0008 1e16 cm^-3
coverage of 1.96 u: 95.2 %; mean chi-square 7.99
depth errors ignored: scatter / claimed u = 1.152
with common factor: scatter 0.2638, formula 0.2627 1e16 cm^-3
gas drift 10 %: shift one-way 0.3115, two-way -0.00233 1e16 cm^-3
dark 0.1 counts/s, fixed fraction: shift 0.00283 1e16 cm^-3
memory 20 % of gas flux, current varied at 150 um: shift 1.301 1e16 cm^-3
mixing depth 10 nm, sites 1.0e+15 cm^-2: largest blocking term 1.81e-04
site-blocking shift of intercept 5.26e-04 1e16 cm^-3
longest settling time 12.5 s
beam O fraction that shifts a by its fit u: 6.44e-08
\end{verbatim}
